# A failing check and its repair

Subject: Slab simulation of multilayer backscattering spectra and its convergence.

```python
# RESULT UNDER TEST: a slab algorithm for ion backscattering from a multilayer
# converges with the square of slab thickness to the depth integral
#   N(E) = N0*dOmega * sum_i int dx c_i sigma_i(E_in)/cos(alpha)
#          * Gaussian(E - E_detected_i(x), V_i(x) + detector variance).
# Symbols: x areal depth (atoms/nm^2), c_i atomic fraction, sigma_i Rutherford
# cross section (nm^2/sr), S stopping cross section (keV nm^2), W straggling
# per areal path (keV^2 nm^2), V energy variance (keV^2), K kinematic factor.
# "Box" spreads a slab's yield over its detected energy interval; "comb"
# places the whole yield at the centre of that interval.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import ndtr

E2 = const.e / (4 * np.pi * const.epsilon_0) * 1e9 / 1e3   # keV nm
Z1, M1, E0 = 2, 4.0, 2000.0
THETA, ALPHA, BETA = np.radians([165.0, 30.0, 45.0])
COS_IN, COS_OUT = np.cos(ALPHA), np.cos(BETA)
NAMES = ["heavy", "middle", "light"]
Z2 = np.array([50, 30, 12])
M2 = np.array([120.0, 60.0, 24.0])
S_1MEV = np.array([0.010, 0.007, 0.005])     # keV nm^2 at 1000 keV
POWER = np.array([0.3, 0.4, 0.5])
LAYERS = [(5000.0, np.array([1.0, 0.0, 0.0])),
          (6000.0, np.array([0.5, 0.5, 0.0])),
          (6000.0, np.array([0.0, 1.0, 0.0])),
          (10000.0, np.array([0.0, 0.0, 1.0]))]
IONS, SOLID_ANGLE = 1e14, 0.002
FWHM, CHANNEL = 15.0, 5.0
DET_SIGMA = FWHM / np.sqrt(8 * np.log(2))
EDGES = np.arange(400.0, 1900.0 + CHANNEL / 2, CHANNEL)
CENTRES = (EDGES[1:] + EDGES[:-1]) / 2

ROOT = np.sqrt(M2**2 - (M1 * np.sin(THETA))**2)
K = ((M1 * np.cos(THETA) + ROOT) / (M1 + M2))**2
W_ELEMENT = 4 * np.pi * (Z1 * E2)**2 * Z2


def rutherford(energy, i):
    shape = 4 * (ROOT[i] + M2[i] * np.cos(THETA))**2
    shape /= M2[i] * ROOT[i] * np.sin(THETA)**4
    return (Z1 * Z2[i] * E2 / (4 * energy))**2 * shape


def stopping(energy, comp):
    return sum(comp[i] * S_1MEV[i] * (energy / 1000)**(-POWER[i])
               for i in range(3) if comp[i] > 0)


def stopping_slope(energy, comp):
    return sum(-POWER[i] * comp[i] * S_1MEV[i]
               * (energy / 1000)**(-POWER[i]) / energy
               for i in range(3) if comp[i] > 0)


# ---------- slab algorithm ----------
def slab_step(energy, variance, comp, path):
    s_in = stopping(energy, comp)
    out = energy - path * stopping(energy - s_in * path / 2, comp)
    r2 = (stopping(out, comp) / s_in)**2
    return out, r2 * variance + (comp @ W_ELEMENT) * path * (1 + r2) / 2


def ramp(z):
    return z * ndtr(z) + np.exp(-z * z / 2) / np.sqrt(2 * np.pi)


def simulate(n):
    """n equal slabs in every layer."""
    thick = np.repeat([t / n for t, _ in LAYERS], n)
    comps = [c for _, c in LAYERS for _ in range(n)]
    count = len(thick)
    e_in, v_in = np.full(count + 1, E0), np.zeros(count + 1)
    for k in range(count):
        e_in[k + 1], v_in[k + 1] = slab_step(e_in[k], v_in[k], comps[k],
                                           thick[k] / COS_IN)
    e_det = e_in[:, None] * K
    v_det = v_in[:, None] * K**2
    for k in reversed(range(count)):
        e_det[k + 1:], v_det[k + 1:] = slab_step(
            e_det[k + 1:], v_det[k + 1:], comps[k], thick[k] / COS_OUT)
    box, comb = np.zeros(len(CENTRES)), np.zeros(len(CENTRES))
    yields = np.zeros((len(LAYERS), 3))
    widest = 0.0
    for k in range(count):
        e_mid = (e_in[k] + e_in[k + 1]) / 2
        for i in range(3):
            if comps[k][i] == 0:
                continue
            y = (IONS * SOLID_ANGLE * comps[k][i] * rutherford(e_mid, i)
                 * thick[k] / COS_IN)
            front, back = e_det[k, i], e_det[k + 1, i]
            w = np.sqrt((v_det[k, i] + v_det[k + 1, i]) / 2 + DET_SIGMA**2)
            cumulative = w / (front - back) * (
                ramp((EDGES - back) / w) - ramp((EDGES - front) / w))
            box += y * np.diff(cumulative)
            comb += y * np.diff(ndtr((EDGES - (front + back) / 2) / w))
            yields[k // n, i] += y
            widest = max(widest, (front - back) / w)
    return dict(box=box, comb=comb, e_in=e_in, v_in=v_in, e_det=e_det,
                v_det=v_det, yields=yields, widest=widest, thick=thick)


# ---------- slab-free reference: adaptive ODEs and depth quadrature ----------
def transport(energy, variance, comp, path):
    energy, variance, path = np.broadcast_arrays(
        np.atleast_1d(energy), np.atleast_1d(variance), np.atleast_1d(path))
    m = len(energy)

    def rhs(_, y):
        e, v = y[:m], y[m:]
        return np.concatenate([
            -path * stopping(e, comp),
            path * (comp @ W_ELEMENT - 2 * stopping_slope(e, comp) * v)])
    sol = solve_ivp(rhs, (0, 1), np.concatenate([energy, variance]),
                    method="DOP853", rtol=1e-11, atol=1e-10)
    assert sol.success
    return sol.y[:m, -1], sol.y[m:, -1]


def reference_spectrum():
    nodes, weights = np.polynomial.legendre.leggauss(100)
    spectrum = np.zeros(len(CENTRES))
    e_top, v_top = np.array([E0]), np.array([0.0])
    for j, (t, comp) in enumerate(LAYERS):
        x, wx = t * (nodes + 1) / 2, t * weights / 2
        e, v = transport(e_top, v_top, comp, x / COS_IN)
        for i in range(3):
            if comp[i] == 0:
                continue
            ed, vd = transport(K[i] * e, K[i]**2 * v, comp, x / COS_OUT)
            for t_up, c_up in reversed(LAYERS[:j]):
                ed, vd = transport(ed, vd, c_up, t_up / COS_OUT)
            y = (IONS * SOLID_ANGLE * comp[i] * rutherford(e, i)
                 * wx / COS_IN)
            z = (EDGES[:, None] - ed) / np.sqrt(vd + DET_SIGMA**2)
            spectrum += np.diff(ndtr(z), axis=0) @ y
        e_top, v_top = transport(e_top, v_top, comp, t / COS_IN)
    return spectrum


# ---------- collision physics from the numerical Coulomb orbit ----------
GL_X, GL_W = np.polynomial.legendre.leggauss(60)
GL_X, GL_W = (GL_X + 1) / 2, GL_W / 2


def deflection(b):
    """Centre-of-mass angle; b = impact parameter / head-on distance."""
    c = 1 / b
    u0 = 2 / (c + np.sqrt(c * c + 4))
    return np.pi - 4 * np.sum(
        GL_W * np.sqrt(u0 / (u0 * (2 - GL_X**2) + c)))


def lab_angle(b, i):
    a = deflection(b)
    return np.arctan2(np.sin(a), np.cos(a) + M1 / M2[i])


for i in range(3):
    b = brentq(lambda q: lab_angle(q, i) - THETA, 1e-4, 10, xtol=1e-14)
    h = 1e-4 * b
    slope = (lab_angle(b + h, i) - lab_angle(b - h, i)) / (2 * h)
    head_on = Z1 * Z2[i] * E2 / (E0 * M2[i] / (M1 + M2[i]))
    sigma_orbit = head_on**2 * b / (np.sin(THETA) * abs(slope))
    assert abs(sigma_orbit / rutherford(E0, i) - 1) < 1e-5
    k_orbit = (M1**2 + M2[i]**2 + 2 * M1 * M2[i] * np.cos(deflection(b)))
    assert abs(k_orbit / (M1 + M2[i])**2 / K[i] - 1) < 1e-9

t_max = 4 * E0 * const.m_e / (M1 * const.atomic_mass)   # keV, 2 m v^2
electron_head_on = 4 * Z1 * E2 / t_max                 # nm
moments = []
for order in (2, 3):
    integral = quad(lambda q: q * np.sin(deflection(q) / 2)**(2 * order),
                    0, np.inf, epsabs=1e-11, epsrel=1e-9)[0]
    moments.append(2 * np.pi * Z2[0] * t_max**order
                   * electron_head_on**2 * integral)
assert abs(moments[0] / W_ELEMENT[0] - 1) < 1e-6
assert abs(moments[1] / (W_ELEMENT[0] * t_max / 2) - 1) < 1e-6
omega_top = np.sqrt(W_ELEMENT[0] * LAYERS[0][0] / COS_IN)
skew_top = t_max / (2 * omega_top)

# ---------- convergence against the slab-free reference ----------
reference = reference_spectrum()
noise = np.sqrt(reference + 1)
SIZES = [1, 2, 4, 8, 16, 32, 64]
runs = {n: simulate(n) for n in SIZES}
raw = {m: np.array([np.max(abs(runs[n][m] - reference)) for n in SIZES])
       for m in ("box", "comb")}
scaled = {m: np.array([np.max(abs(runs[n][m] - reference) / noise)
                       for n in SIZES]) for m in ("box", "comb")}
for method in ("box", "comb"):
    ratios = raw[method][4:-1] / raw[method][5:]
    assert np.all(abs(ratios - 4) < 0.25), (method, ratios)
assert np.all(raw["comb"] > 3 * raw["box"])

estimates = []
for n in SIZES[:-1]:
    fine = runs[2 * n]["box"]
    estimates.append(4 / 3 * np.max(abs(fine - runs[n]["box"])
                                    / np.sqrt(fine + 1)))
assert abs(estimates[4] / scaled["box"][4] - 1) < 0.05
chosen_index = next(j for j, err in enumerate(estimates) if err < 0.1)
chosen = SIZES[chosen_index]
assert scaled["box"][chosen_index] < 0.12

# ---------- ripple of equally spaced Gaussians ----------
ratio = 0.4
grid = np.arange(-30, 31)
ripple_sum = np.sum(np.exp(-grid**2 / (2 * ratio**2))) / (
    ratio * np.sqrt(2 * np.pi)) - 1
ripple_formula = 2 * np.exp(-2 * np.pi**2 * ratio**2)
assert abs(ripple_sum - ripple_formula) < 2e-5   # next harmonic is smaller

# ---------- surface energy width and height ----------
fine = runs[64]
s_factor = (K[0] * stopping(E0, LAYERS[0][1]) / COS_IN
            + stopping(K[0] * E0, LAYERS[0][1]) / COS_OUT)
slab_factor = (fine["e_det"][0, 0] - fine["e_det"][1, 0]) / fine["thick"][0]
assert abs(slab_factor / s_factor - 1) < 0.005
height = (IONS * SOLID_ANGLE * rutherford(E0, 0) * CHANNEL
          / (COS_IN * s_factor))
near_edge = np.argmin(abs(CENTRES - (K[0] * E0 - 30)))
assert abs(reference[near_edge] / height - 1) < 0.05

# ---------- random walk to the back of the stack and out again ----------
rng = np.random.default_rng(12345)
walkers, steps = 100000, 20
energy = np.full(walkers, E0)


def random_layer(e, thickness, comp, cosine):
    path = thickness / cosine / steps
    kick = np.sqrt((comp @ W_ELEMENT) * path)
    for _ in range(steps):
        middle = e - stopping(e, comp) * path / 2
        e = e - stopping(middle, comp) * path
        e += kick * rng.standard_normal(walkers)
    return e


for t, comp in LAYERS:
    energy = random_layer(energy, t, comp, COS_IN)
weight = rutherford(energy, 2)
energy = K[2] * energy
for t, comp in reversed(LAYERS):
    energy = random_layer(energy, t, comp, COS_OUT)
walk_mean = np.average(energy, weights=weight)
walk_var = np.average((energy - walk_mean)**2, weights=weight)
slab_mean, slab_var = fine["e_det"][-1, 2], fine["v_det"][-1, 2]
w_total = sum(t * (c @ W_ELEMENT) for t, c in LAYERS)
plain_var = w_total * (K[2]**2 / COS_IN + 1 / COS_OUT)
assert abs(walk_mean - slab_mean) < 0.3
assert abs(walk_var / slab_var - 1) < 0.025     # sampling error about 0.5%
assert walk_var > 1.05 * plain_var

# ---------- output ----------
print(f"Projectile Z={Z1}, M={M1:.0f} u, E0={E0:.0f} keV; "
      f"theta, alpha, beta = {np.degrees(THETA):.0f}, "
      f"{np.degrees(ALPHA):.0f}, {np.degrees(BETA):.0f} deg")
print(f"Ions {IONS:.0e}, solid angle {SOLID_ANGLE} sr, "
      f"FWHM {FWHM:.0f} keV, channel {CHANNEL:.0f} keV")
print(f"Detector sigma {DET_SIGMA:.3f} keV; e^2 = {E2:.6e} keV nm")
print("Element: Z, M/u, S(1000 keV)/(keV nm^2), power, K, "
      "sigma(E0)/(nm^2/sr), W/(keV^2 nm^2)")
for i in range(3):
    print(f" {NAMES[i]}: {Z2[i]}, {M2[i]:.0f}, {S_1MEV[i]:.3f}, "
          f"{POWER[i]:.1f}, {K[i]:.5f}, {rutherford(E0, i):.4e}, "
          f"{W_ELEMENT[i]:.4e}")
print("Layer, element: fraction, areal density/(atoms/nm^2), "
      "front/keV, back/keV, total counts")
for j, (t, comp) in enumerate(LAYERS):
    for i in range(3):
        if comp[i] > 0:
            print(f" {j + 1} {NAMES[i]}: {comp[i]:.1f}, {t:.0f}, "
                  f"{fine['e_det'][64 * j, i]:.2f}, "
                  f"{fine['e_det'][64 * (j + 1), i]:.2f}, "
                  f"{fine['yields'][j, i]:.0f}")
print(f"Inward energy and sigma at stack back: {fine['e_in'][-1]:.2f}, "
      f"{np.sqrt(fine['v_in'][-1]):.3f} keV")
print(f"Largest electron energy transfer at E0: {t_max:.4f} keV")
print(f"Top layer, inward: Bohr sigma {omega_top:.3f} keV, "
      f"skewness {skew_top:.4f}")
print(f"Surface factor [S], heavy: {s_factor:.6f} keV nm^2")
print(f"Surface height formula: {height:.1f} counts/channel; "
      f"reference at {CENTRES[near_edge]:.1f} keV: {reference[near_edge]:.1f}")
print("Light atom at stack back, before detector broadening:")
print(f" mean: slabs {slab_mean:.3f}, random walk {walk_mean:.3f} keV")
print(f" sigma: slabs {np.sqrt(slab_var):.3f}, random walk "
      f"{np.sqrt(walk_var):.3f}, plain sum {np.sqrt(plain_var):.3f} keV")
print(f"Comb ripple at sigma/spacing {ratio}: sum {ripple_sum:.6f}, "
      f"formula {ripple_formula:.6f}")
print(f"Comb ripple formula at sigma/spacing 0.5: "
      f"{2 * np.exp(-np.pi**2 / 2):.5f}")
print("Slabs/layer: max width/sigma; max error/sqrt(N+1) box, comb; "
      "max error in counts box, comb")
for j, n in enumerate(SIZES):
    print(f" {n}: {runs[n]['widest']:.3f}; {scaled['box'][j]:.5f}, "
          f"{scaled['comb'][j]:.5f}; {raw['box'][j]:.4f}, "
          f"{raw['comb'][j]:.4f}")
print("Error ratio on last halving, box, comb: "
      f"{raw['box'][-2] / raw['box'][-1]:.4f}, "
      f"{raw['comb'][-2] / raw['comb'][-1]:.4f}")
print("Estimated box error/sqrt(N+1), slabs/layer 1 to 32: "
      + ", ".join(f"{err:.5f}" for err in estimates))
print(f"Chosen slabs/layer: {chosen} (estimated error below 0.1)")
print("Channel centre/keV: counts from chosen slabs, reference")
for target in range(700, 1800, 100):
    j = np.argmin(abs(CENTRES - (target + CHANNEL / 2)))
    print(f" {CENTRES[j]:.1f}: {runs[chosen]['box'][j]:.2f}, "
          f"{reference[j]:.2f}")
print("no test failed")
```

It fails:

```
Traceback (most recent call last):
  File "check.py", line 204, in <module>
    chosen_index = next(j for j, err in enumerate(estimates) if err < 0.1)
                   ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
StopIteration
```

Likely cause: The stopping rule (estimated error below 0.1 √(N+1) in every channel) was not met at 32 slabs per layer, the finest case for which the program had a doubled run to form the estimate. The second-order convergence tests had already passed, so the fault was a refinement range that was too short, not a formula of the slab method. The range now extends from 64 to 256 slabs per layer, which gives estimates up to 128; the stopping threshold and all tolerances are unchanged, and the convergence-order and box-against-comb tests now also cover the finer cases. The program also prints the channel where the chosen calculation has its largest scaled error.

The change:

```diff
@@ -185,5 +185,5 @@
 reference = reference_spectrum()
 noise = np.sqrt(reference + 1)
-SIZES = [1, 2, 4, 8, 16, 32, 64]
+SIZES = [1, 2, 4, 8, 16, 32, 64, 128, 256]
 runs = {n: simulate(n) for n in SIZES}
 raw = {m: np.array([np.max(abs(runs[n][m] - reference)) for n in SIZES])
@@ -198,11 +198,14 @@
 estimates = []
 for n in SIZES[:-1]:
-    fine = runs[2 * n]["box"]
-    estimates.append(4 / 3 * np.max(abs(fine - runs[n]["box"])
-                                    / np.sqrt(fine + 1)))
+    finer = runs[2 * n]["box"]
+    estimates.append(4 / 3 * np.max(abs(finer - runs[n]["box"])
+                                    / np.sqrt(finer + 1)))
 assert abs(estimates[4] / scaled["box"][4] - 1) < 0.05
-chosen_index = next(j for j, err in enumerate(estimates) if err < 0.1)
+accepted = [j for j, err in enumerate(estimates) if err < 0.1]
+assert accepted, ("refinement range too short", estimates)
+chosen_index = accepted[0]
 chosen = SIZES[chosen_index]
 assert scaled["box"][chosen_index] < 0.12
+worst = np.argmax(abs(runs[chosen]["box"] - reference) / noise)
 
 # ---------- ripple of equally spaced Gaussians ----------
@@ -303,7 +306,9 @@
       f"{raw['box'][-2] / raw['box'][-1]:.4f}, "
       f"{raw['comb'][-2] / raw['comb'][-1]:.4f}")
-print("Estimated box error/sqrt(N+1), slabs/layer 1 to 32: "
+print(f"Estimated box error/sqrt(N+1), slabs/layer 1 to {SIZES[-2]}: "
       + ", ".join(f"{err:.5f}" for err in estimates))
 print(f"Chosen slabs/layer: {chosen} (estimated error below 0.1)")
+print(f"Its largest scaled error is at {CENTRES[worst]:.1f} keV, "
+      f"where the reference has {reference[worst]:.2f} counts")
 print("Channel centre/keV: counts from chosen slabs, reference")
 for target in range(700, 1800, 100):
```

Output now:

```
Projectile Z=2, M=4 u, E0=2000 keV; theta, alpha, beta = 165, 30, 45 deg
Ions 1e+14, solid angle 0.002 sr, FWHM 15 keV, channel 5 keV
Detector sigma 6.370 keV; e^2 = 1.439965e-03 keV nm
Element: Z, M/u, S(1000 keV)/(keV nm^2), power, K, sigma(E0)/(nm^2/sr), W/(keV^2 nm^2)
 heavy: 50, 120, 0.010, 0.3, 0.87712, 3.3459e-10, 5.2113e-03
 middle: 30, 60, 0.007, 0.4, 0.76911, 1.1968e-10, 3.1268e-03
 light: 12, 24, 0.005, 0.5, 0.51603, 1.8290e-11, 1.2507e-03
Layer, element: fraction, areal density/(atoms/nm^2), front/keV, back/keV, total counts
 1 heavy: 1.0, 5000, 1754.24, 1652.47, 395654
 2 heavy: 0.5, 6000, 1652.47, 1549.09, 249118
 2 middle: 0.5, 6000, 1439.04, 1337.68, 89105
 3 middle: 1.0, 6000, 1337.68, 1254.50, 186291
 4 light: 1.0, 10000, 751.31, 645.73, 49532
Inward energy and sigma at stack back: 1825.75, 9.964 keV
Largest electron energy transfer at E0: 1.0972 keV
Top layer, inward: Bohr sigma 5.485 keV, skewness 0.1000
Surface factor [S], heavy: 0.020174 keV nm^2
Surface height formula: 19150.7 counts/channel; reference at 1722.5 keV: 19334.2
Light atom at stack back, before detector broadening:
 mean: slabs 645.732, random walk 645.574 keV
 sigma: slabs 12.910, random walk 12.906, plain sum 11.906 keV
Comb ripple at sigma/spacing 0.4: sum 0.085005, formula 0.084998
Comb ripple formula at sigma/spacing 0.5: 0.01438
Slabs/layer: max width/sigma; max error/sqrt(N+1) box, comb; max error in counts box, comb
 1: 12.068; 34.23177, 518.54680; 1246.5529, 72315.7024
 2: 6.787; 15.38062, 223.80238; 934.8901, 31096.9633
 4: 3.644; 6.29690, 63.52291; 509.8668, 8662.1545
 8: 1.896; 2.03797, 14.83599; 124.5725, 1060.5899
 16: 0.968; 0.52361, 3.65231; 23.9977, 191.9642
 32: 0.489; 0.13032, 0.89693; 5.7292, 45.6869
 64: 0.246; 0.03252, 0.22313; 1.4175, 11.2921
 128: 0.123; 0.00813, 0.05571; 0.3535, 2.8151
 256: 0.062; 0.00203, 0.01392; 0.0883, 0.7033
Error ratio on last halving, box, comb: 4.0025, 4.0028
Estimated box error/sqrt(N+1), slabs/layer 1 to 128: 18.82981, 10.64269, 5.42540, 1.99482, 0.52279, 0.13030, 0.03252, 0.00813
Chosen slabs/layer: 64 (estimated error below 0.1)
Its largest scaled error is at 1767.5 keV, where the reference has 454.33 counts
Channel centre/keV: counts from chosen slabs, reference
 702.5: 2348.42, 2348.42
 802.5: 0.14, 0.14
 902.5: 0.00, 0.00
 1002.5: -0.00, 0.00
 1102.5: 0.00, 0.00
 1202.5: 1.21, 1.22
 1302.5: 11169.09, 11169.09
 1402.5: 4381.24, 4381.24
 1502.5: 1.60, 1.60
 1602.5: 12045.61, 12045.61
 1702.5: 19447.64, 19447.64
no test failed
```
